\section*{Soliton and polaron energies in the Takayama-Lin-Liu-Maki model}

\section*{Question}

I am working on the continuum model of polyacetylene due to Takayama, Lin-Liu and Maki. Electrons of two spin directions move in a static gap field $\Delta(x)$. With $\hbar=1$ the energy is
\begin{equation}
E[\Delta]=\frac1g\int\Delta^2\,dx+\sum_{\rm occupied}E_j,\qquad H=\Delta(x)\,\sigma_1+v\,p\,\sigma_2 ,\quad p=-i\partial_x .
\label{model}
\end{equation}
I want the energy of a soliton, where $\Delta$ changes sign, and the levels and energy of the polaron formed around one added electron. For both I use the field
\begin{equation}
\Delta(x)=\Delta_0-\kappa v\,[\tanh\kappa(x+x_0)-\tanh\kappa(x-x_0)],\qquad \tanh 2\kappa x_0=\frac{\kappa v}{\Delta_0},
\label{trial}
\end{equation}
with $\kappa v=\Delta_0\sin\theta$. It has bound levels at $\pm\Delta_0\cos\theta$. I integrated the change in the density of states up to a momentum cutoff $K$ and added the lattice term. Without extra electrons I get $-(4/\pi)\,\theta\cos\theta\,\Delta_0$. That is negative, so the uniform chain would be unstable, and it vanishes at $\theta=\pi/2$, so a distant soliton pair would be free. What is wrong, and what are the correct energies? And why should this particular field solve the problem at all?

\section*{Answer}

Your cutoff changes the number of electrons in the filled sea. The excess is tiny, of order $\kappa/K$, but it sits at energy $vK$, so the error is finite. Below, the number of modes is held fixed. I treat the lattice as classical and static, ignore electron-electron interaction, and take $vK\gg\Delta_0$. Energies are measured from the uniform half-filled chain.

\subsection*{The coupling constant}

For constant $\Delta$ the levels are $\pm\sqrt{v^2k^2+\Delta^2}$. With the lower band filled by both spins,
\begin{equation}
\frac{E}{L}=\frac{\Delta^2}{g}-2\int_{-K}^{K}\frac{dk}{2\pi}\sqrt{v^2k^2+\Delta^2}.
\end{equation}
Setting the derivative to zero at $\Delta_0\neq0$ and dividing by $2\Delta_0$ gives
\begin{equation}
\frac1g=\frac1\pi\int_0^K\frac{dk}{\sqrt{v^2k^2+\Delta_0^2}}
=\frac{\Lambda}{\pi v},\qquad \Lambda=\operatorname{arsinh}\frac{vK}{\Delta_0}\simeq\ln\frac{2vK}{\Delta_0}.
\label{gap}
\end{equation}
The value $-\Delta_0$ is equally good; a soliton connects the two.

\subsection*{Squaring the Dirac operator}

Write the spinor as $(u,w)$ and put $A=v\partial_x+\Delta$, $A^\dagger=-v\partial_x+\Delta$. The eigenvalue equations are
\begin{equation}
A^\dagger w=Eu,\qquad Au=Ew .
\label{pairs}
\end{equation}
Eliminating $w$ gives $A^\dagger A\,u=E^2u$. Since $-v\partial_x(\Delta u)+\Delta v\partial_xu=-v\Delta'u$,
\begin{equation}
A^\dagger A=-v^2\partial_x^2+\Delta^2-v\Delta' .
\end{equation}
Each nonzero eigenvalue $\varepsilon$ of this operator supplies one pair $E=\pm\sqrt\varepsilon$. The filled sea therefore has energy $-2\sum\sqrt\varepsilon$, the 2 being for spin.

Now insert \eqref{trial}. Let $t_\pm=\tanh\kappa(x\pm x_0)$. The addition theorem for $\tanh$ reads $\tanh(2\kappa x_0)\,(1-t_+t_-)=t_+-t_-$, so the condition on $x_0$ means
\begin{equation}
\Delta_0(t_+-t_-)=\kappa v\,(1-t_+t_-).
\end{equation}
Using this in the cross term of the square,
\begin{align}
\Delta^2&=\Delta_0^2-2\kappa^2v^2(1-t_+t_-)+\kappa^2v^2(t_+^2+t_-^2-2t_+t_-)\nonumber\\
&=\Delta_0^2+\kappa^2v^2(t_+^2+t_-^2-2),\\
v\Delta'&=-\kappa^2v^2[(1-t_+^2)-(1-t_-^2)]=\kappa^2v^2(t_+^2-t_-^2).
\end{align}
The difference contains $t_-$ alone:
\begin{equation}
\Delta^2-v\Delta'=\Delta_0^2-2\kappa^2v^2\operatorname{sech}^2\kappa(x-x_0).
\label{well}
\end{equation}
This is why the field is useful: a two-sided dent in $\Delta$ becomes a single well with known solutions.

\subsection*{States of the well}

Let $t=\tanh\kappa(x-x_0)$ and $s=1-t^2$. With $B=\partial_x-\kappa t$ and $B^\dagger=-\partial_x-\kappa t$, multiplying out gives
\begin{equation}
B^\dagger B=-\partial_x^2+\kappa^2,\qquad BB^\dagger=-\partial_x^2-2\kappa^2s+\kappa^2 .
\end{equation}
Applying $B$ to a plane wave therefore produces an eigenfunction of the well,
\begin{equation}
u_k\propto(ik-\kappa t)\,e^{ikx},\qquad \varepsilon=v^2k^2+\Delta_0^2\equiv E_k^2 .
\end{equation}
There is no reflected wave. The bound state solves $B^\dagger u=0$, so $u\propto\operatorname{sech}\kappa(x-x_0)$. Its eigenvalue follows from $-\partial_x^2-2\kappa^2s=-\kappa^2$ on this function:
\begin{equation}
\omega_0^2=\Delta_0^2-\kappa^2v^2,\qquad \omega_0=\Delta_0\cos\theta .
\end{equation}

From left to right the prefactor of $u_k$ changes from $ik+\kappa$ to $ik-\kappa$. For $k>0$ the ratio is
\begin{equation}
\frac{ik-\kappa}{ik+\kappa}=\frac{k+i\kappa}{k-i\kappa}=e^{i\delta},\qquad \delta(k)=2\arctan\frac{\kappa}{k}.
\end{equation}
On a long ring of length $L$ the allowed values obey $kL+\delta(k)=2\pi n$. As $k\to0^+$ the left side tends to $\pi$, so positive solutions start at $n=1$; each has a partner at $-k$. At $k=0$ the function is $\tanh$, which changes sign around the ring and is not allowed. The uniform chain does have a mode at $k=0$, with energy $\Delta_0$. The well has lost this mode and gained the bound state, so the count is unchanged. A direct diagonalization on a ring, listed in the numerical output, confirms this rule for the bound level and the first three pairs.

\subsection*{Energy of the filled sea}

Compare equal mode numbers, with $q_n=2\pi n/L$ and $k_n=q_n-\delta(k_n)/L$. Up to terms that vanish as $1/L$, the change in $\sum\sqrt\varepsilon$ is
\begin{equation}
S=\omega_0-\Delta_0+2\sum_{n\ge1}(E_{k_n}-E_{q_n})
=\omega_0-\Delta_0-\frac1\pi\int_0^K\delta\,\frac{dE_k}{dk}\,dk .
\end{equation}
Integrate by parts, with $\delta'=-2\kappa/(k^2+\kappa^2)$. At the upper end $\delta E_k\to(2\kappa/K)(vK)=2\kappa v$; at the lower end it is $\pi\Delta_0$. Hence
\begin{equation}
S=\omega_0-\frac{2\kappa v}{\pi}-\frac{2\kappa}{\pi}J,\qquad J=\int_0^K\frac{E_k\,dk}{k^2+\kappa^2}.
\label{S}
\end{equation}
The middle term is the one you lost. Cutting both spectra at the same $K$ changes the number of modes by
\begin{equation}
1-\frac{2\kappa}{\pi}\int_0^K\frac{dk}{k^2+\kappa^2}=1-\frac2\pi\arctan\frac K\kappa\simeq\frac{2\kappa}{\pi K}.
\end{equation}
At energy $vK$ this excess contributes $2\kappa v/\pi$ to $S$, which cancels the middle term.

For $J$, write $E_k=E_k^2/E_k$ and $E_k^2=v^2(k^2+\kappa^2)+\omega_0^2$:
\begin{equation}
J=v^2\int_0^K\frac{dk}{E_k}+\omega_0^2\int_0^\infty\frac{dk}{(k^2+\kappa^2)E_k}.
\end{equation}
The first part is $v\Lambda$. The second converges, so its upper limit may be infinity. Substitute $y=k/E_k$. Then $E_k^2=\Delta_0^2/(1-v^2y^2)$, and $dy/dk=\Delta_0^2/E_k^3$ gives $dk/E_k=dy/(1-v^2y^2)$. Also $k^2+\kappa^2=(\kappa^2+\omega_0^2y^2)/(1-v^2y^2)$. The common factor cancels:
\begin{equation}
\int_0^\infty\frac{dk}{(k^2+\kappa^2)E_k}=\int_0^{1/v}\frac{dy}{\kappa^2+\omega_0^2y^2}
=\frac{1}{\kappa\omega_0}\arctan\frac{\omega_0}{\kappa v}=\frac{\pi/2-\theta}{\kappa\omega_0}.
\label{integral}
\end{equation}
The last step uses $\omega_0/(\kappa v)=\cot\theta$. Therefore
\begin{align}
S&=\omega_0-\frac{2\kappa v}{\pi}(1+\Lambda)-\frac{2\omega_0}{\pi}\Big(\frac\pi2-\theta\Big)
=\frac2\pi\big[\theta\omega_0-\kappa v(1+\Lambda)\big],\\
\delta E_{\rm sea}&=-2S=\frac4\pi\big[\kappa v(1+\Lambda)-\theta\omega_0\big].
\end{align}

\subsection*{Lattice energy and total}

The lattice term follows from \eqref{well}. The integral of $\Delta'$ vanishes because $\Delta$ has the same value at both ends, and $\int\operatorname{sech}^2\kappa x\,dx=2/\kappa$. So
\begin{equation}
\frac1g\int(\Delta^2-\Delta_0^2)\,dx=-\frac{4\kappa v^2}{g}=-\frac4\pi\kappa v\Lambda .
\end{equation}
The logarithm cancels against that of the sea. Let $\nu$ be the number of electrons in the upper bound level plus the number of holes in the lower one. Each costs $\omega_0$, and the total is
\begin{equation}
E_\nu(\theta)=\Delta_0\Big[\frac4\pi(\sin\theta-\theta\cos\theta)+\nu\cos\theta\Big].
\label{total}
\end{equation}
For $\nu=0$ this is positive for $0<\theta\le\pi/2$, so the uniform chain is stable against this distortion.

\subsection*{The polaron}

Differentiating \eqref{total}, the two terms in $\cos\theta$ cancel and
\begin{equation}
\frac{dE_\nu}{d\theta}=\Delta_0\sin\theta\Big(\frac{4\theta}{\pi}-\nu\Big).
\end{equation}
One added electron means $\nu=1$ with the lower level full. One added hole also has $\nu=1$. The slope changes from negative to positive at $\theta=\pi/4$, which is the minimum within the family. There
\begin{equation}
\boxed{\;\pm\omega_0=\pm\frac{\Delta_0}{\sqrt2},\qquad
E_{\rm pol}=\frac4\pi\Delta_0\sin\frac\pi4=\frac{2\sqrt2}{\pi}\Delta_0\simeq0.900\,\Delta_0\;}
\end{equation}
because the $\theta\cos\theta$ term cancels the level energy. An electron at the band edge of an undistorted chain costs $\Delta_0$, so the polaron is bound by about a tenth of $\Delta_0$.

The shallow limit shows why binding needs no threshold here. For small $\theta$, $\sin\theta-\theta\cos\theta\simeq\theta^3/3$, so
\begin{equation}
\frac{E_1}{\Delta_0}\simeq1-\frac{\theta^2}{2}+\frac{4\theta^3}{3\pi}.
\end{equation}
The electron gains at second order, while the sea and lattice together charge at third order. Within this family, where a shallower dent is also wider, a small dent therefore lowers the energy. The shape matters: a shallow dent much narrower than $v/\Delta_0$ costs more than the electron gains. With $\nu=0$ there is no gain, and the dent disappears.

\subsection*{The soliton}

Let $\theta\to\pi/2$. Then $\tanh2\kappa x_0=\sin\theta\to1$, so $x_0\to\infty$, while $1/\kappa\to\xi=v/\Delta_0$. Near $x=x_0$ we have $\tanh\kappa(x+x_0)\to1$ and the field becomes $\Delta_0\tanh[(x-x_0)/\xi]$. Near $-x_0$ it is the mirror image. The family has turned into a distant soliton and antisoliton, with both levels at zero. Equation \eqref{total} gives $4\Delta_0/\pi$ for every $\nu$. Reflection maps one object onto the other, so each carries half:
\begin{equation}
\boxed{\;E_{\rm sol}=\frac{2\Delta_0}{\pi}\simeq0.637\,\Delta_0\;}
\end{equation}
Using the pair also avoids the boundary problem of a single sign change on a ring.

The pair has two zero levels, one on each soliton, with room for four electrons. The neutral chain puts two electrons there, and the symmetric arrangement is one on each. A soliton with a singly filled level is thus neutral with spin $1/2$; with an empty or doubly filled level it has charge $+e$ or $-e$ and no spin. Since the level lies at zero, all these states have the same energy. Coulomb interaction, left out here, would in general remove this equality.

The case $\nu=2$ has $dE/d\theta<0$ for all $0<\theta<\pi/2$: the halves repel and separate. Two extra electrons therefore do not form a bound object of this family; they go into two charged solitons.

\subsection*{Is the whole field self-consistent?}

Minimizing over $\theta$ does not show that other changes of shape leave the energy stationary. For that we need the functional derivative at each $x$,
\begin{equation}
\frac{\delta E}{\delta\Delta(x)}=\frac{2\Delta}{g}+\sum_{\rm occupied}\psi^\dagger\sigma_1\psi .
\end{equation}
By \eqref{pairs}, $w=Au/E$, and for real $\Delta$
\begin{equation}
\psi^\dagger\sigma_1\psi=2\operatorname{Re}(u^*w)=\frac{v\,\partial_x|u|^2+2\Delta|u|^2}{E}.
\label{density}
\end{equation}
Also $\int|w|^2=\langle u|A^\dagger A|u\rangle/E^2=\int|u|^2$, so each component has norm $1/2$. For large $L$,
\begin{equation}
|u_k|^2=\frac1{2L}\,\frac{k^2+\kappa^2t^2}{k^2+\kappa^2}=\frac1{2L}\Big[1-\frac{\kappa^2s}{k^2+\kappa^2}\Big],\qquad |u_{\rm b}|^2=\frac{\kappa s}{4}.
\end{equation}
Define $F=\Delta s+vs'/2$. The numerator of \eqref{density} is $L^{-1}[\Delta-\kappa^2F/(k^2+\kappa^2)]$ for a continuum state and $\kappa F/2$ for a bound one. The filled continuum, with $E=-E_k$ and two spins, contributes
\begin{equation}
-\frac2\pi\int_0^K\frac{dk}{E_k}\Big[\Delta-\frac{\kappa^2F}{k^2+\kappa^2}\Big]
=-\frac{2\Delta}{g}+\frac{\kappa}{\omega_0}\Big(1-\frac{2\theta}{\pi}\Big)F ,
\end{equation}
by \eqref{gap} and \eqref{integral}. In the bound levels, the upper occupation minus the lower one is $\nu-2$, which contributes $(\nu-2)\kappa F/(2\omega_0)$. Adding everything,
\begin{equation}
\frac{\delta E}{\delta\Delta(x)}=\frac{\kappa}{\omega_0}\Big(\frac\nu2-\frac{2\theta}{\pi}\Big)F(x).
\end{equation}
At $\theta=\pi\nu/4$ the force vanishes at every $x$, so the polaron is a stationary point of the full functional.

For a single soliton, $\Delta=\Delta_0t$ with $\kappa=1/\xi$, and $\Delta^2-v\Delta'=\Delta_0^2-2\Delta_0^2s$ is again the same well. Its zero mode has $w=0$ and exerts no force, whatever its filling. The continuum force is proportional to
\begin{equation}
F=\Delta_0ts+\frac v2(-2\kappa ts)=\Delta_0ts-\Delta_0ts=0 ,
\end{equation}
so the soliton is stationary too.

Stationarity does not by itself exclude a lower energy for some other shape. As a check, a tight-binding ring with bonds $t_0\pm\Delta_n/2$, for which $v=2t_0$ in units of the lattice constant, was relaxed from a Gaussian dent with one added electron. The field was restricted to long wavelengths, as the continuum model requires. For $\xi=20$ sites it settled at $0.899\,\Delta_0$, with its profile within $0.006\,\Delta_0$ of \eqref{trial}. Because the starting dent was symmetric, this supports a minimum among nearby symmetric shapes; it does not test antisymmetric distortions or prove a global minimum. The origin of the small differences was not tested separately; on a finer ring with $\xi=80$ sites the unrelaxed field \eqref{trial} at $\theta=\pi/4$ gives $0.9002\,\Delta_0$ against $0.9003\,\Delta_0$ from \eqref{total}. The numerical output also compares \eqref{total} with such a ring at other values of $\theta$ and $\nu$.

\subsection*{Numbers}

Take round parameters $\Delta_0=0.8$ eV and $\hbar v=6$ eV\,\AA, restoring $\hbar$. The soliton length is $\xi=6/0.8=7.5$ \AA. The energies are
\begin{align}
E_{\rm sol}&=\frac{2(0.8)}{\pi}=0.509\ {\rm eV},\qquad 2E_{\rm sol}=1.019\ {\rm eV},\\
E_{\rm pol}&=\frac{2\sqrt2\,(0.8)}{\pi}=0.720\ {\rm eV},\qquad \omega_0=\frac{0.8}{\sqrt2}=0.566\ {\rm eV}.
\end{align}
The polaron lies $0.800-0.720=0.080$ eV below a band-edge electron. Its two levels are $1.131$ eV apart, and each is $0.234$ eV from the nearer band edge. The modest binding thus hides a large shift of the level: most of what the electron gains is paid back in distorting the lattice and the sea.

The polaron is a broad dent, with $1/\kappa=\sqrt2\,\xi=10.6$ \AA\ and $x_0=4.7$ \AA. At its centre the field falls to $0.331$ eV but does not change sign. Its two kinks overlap too strongly to be read as separate solitons.

Two distant polarons cost $2E_{\rm pol}=4\sqrt2\,(0.8)/\pi=1.441$ eV, against $1.019$ eV for a soliton pair. Converting two electron polarons with total spin zero into two negatively charged, spinless solitons releases $0.422$ eV in this model. Coulomb repulsion is not included, and whether a barrier hinders their meeting has not been examined here.

The result for free solitons also needs the two signs of $\Delta_0$ to be degenerate. If an extrinsic gap makes one sign costlier per unit length, the energy of a pair grows with the length of the costlier region between them, and the solitons are confined. The values above are those of the continuum model. In polyacetylene the site spacing along the chain is about $1.2$ \AA, so $\xi=7.5$ \AA\ is only about six sites, and discreteness already matters although the gap is well below the band width. A relaxed tight-binding ring of that coarseness lowers the soliton and polaron energies by about $0.01$ eV each, moves the level from $0.566$ to about $0.545$ eV, and raises the polaron binding from $0.080$ to about $0.090$ eV; the $0.422$ eV released is unchanged to these digits. Quantum motion of the lattice would require further corrections.

\section*{Table of computed values}
\begin{verbatim}
Box test, v=D0=1, L=40: bound level = 0.707107 D0
  mode n=1: k diagonalized 0.084486, phase rule 0.084486 1/xi
  mode n=2: k diagonalized 0.252786, phase rule 0.252786 1/xi
  mode n=3: k diagonalized 0.419470, phase rule 0.419470 1/xi
Ring: D0/t0 = 0.025, sites = 1600, xi = 80 sites
Energies in D0, ring / formula:
  theta=0.1667 pi: level 0.8660 / 0.8660
    nu=0: 0.0592 / 0.0593
    nu=1: 0.9252 / 0.9253
    nu=2: 1.7912 / 1.7913
  theta=0.2500 pi: level 0.7071 / 0.7071
    nu=0: 0.1931 / 0.1932
    nu=1: 0.9002 / 0.9003
    nu=2: 1.6073 / 1.6074
  theta=0.3333 pi: level 0.5000 / 0.5000
    nu=0: 0.4358 / 0.4360
    nu=1: 0.9358 / 0.9360
    nu=2: 1.4357 / 1.4360
  soliton = half of pair, nu=0: 0.6365 / 0.6366
  soliton = half of pair, nu=1: 0.6365 / 0.6366
  soliton = half of pair, nu=2: 0.6365 / 0.6366
Local force, theta=pi/3, nu=0: largest rel. deviation 0.0009
Local force, theta=pi/3, nu=2: largest rel. deviation 0.0017
Soliton of width 1 xi: gap-equation residual 0.00010 D0
Soliton of width 2 xi: gap-equation residual 0.04270 D0
Relaxed polaron, D0/t0=0.1, 480 sites, xi=20 sites:
  energy 0.8988 D0, level 0.7038 D0
  largest profile deviation from formula 0.0059 D0
Polaron energy 0.9003 D0; soliton 0.6366 D0
Example inputs: D0 = 0.8 eV, hbar v = 6.0 eV angstrom
Soliton energy = 0.5093 eV; pair = 1.0186 eV
Polaron energy = 0.7203 eV; levels = +-0.5657 eV
Polaron binding D0-E = 0.0797 eV
Two polarons minus soliton pair = 0.4219 eV
Spacing between polaron levels = 1.1314 eV
Spacing from level to nearer band edge = 0.2343 eV
Soliton length xi = 7.500 angstrom
Polaron 1/kappa = 10.607 angstrom, x0 = 4.674 angstrom
Polaron gap field at centre = 0.3314 eV
\end{verbatim}
